# Total Spin Current Can Exceed Charge Current Below Unit Spin Hall Angle

A spin Hall angle below one does not prevent the total spin current leaving a film from exceeding the charge current driven through it. The angle compares current densities, and the two currents cross different areas. For a film of thickness \(d\) under a magnet of length \(L\), the ratio of totals is

\[
\frac{I_s}{I_c}=\theta\,\frac{L}{d}\,\frac{\eta}{1+\theta^2q},
\]

where \(\theta\) is the spin Hall angle, and \(\eta<1\) and \(q>0\) depend on the film thickness and the interface. Unequal areas make a ratio above one possible, but they do not guarantee it: the film and the interface together must deliver enough of the spin current.

## The device and its transport law

Charge flows along \(x\) in a nonmagnetic metal film of width \(w\) along \(y\), occupying \(0<z<d\). An insulating magnet covers the full width and a length \(L\) of the top face. No charge enters it, but it absorbs spin polarized along \(y\), its magnetization being perpendicular to \(y\). The bottom face neither absorbs nor flips spin. The response is linear and steady, and both \(w\) and \(L\) are much longer than the spin diffusion length \(\lambda\), so that, apart from narrow regions at the edges, under the magnet quantities vary with \(z\) alone, apart from the common potential drop along \(x\).

Let \(\sigma\) be the conductivity, \(E\) the electric field along \(x\), and \(\phi_\uparrow,\phi_\downarrow\) the \(z\)-dependent parts of the electrochemical potentials of the two spin channels, in units of electric potential. Each channel carries half the conductivity and has a Hall response, of opposite sign in the two channels:

\[
j_{\uparrow z}=\frac{\sigma}{2}(-\phi_\uparrow'+\theta E),\qquad
j_{\downarrow z}=\frac{\sigma}{2}(-\phi_\downarrow'-\theta E).
\]

A prime means \(d/dz\). The Hall part of each channel's conductivity is antisymmetric, so the transverse driving field \(-\phi'\) acts back on the longitudinal current with the opposite sign:

\[
j_{\uparrow x}=\frac{\sigma}{2}(E+\theta\phi_\uparrow'),\qquad
j_{\downarrow x}=\frac{\sigma}{2}(E-\theta\phi_\downarrow').
\]

Define \(V=(\phi_\uparrow-\phi_\downarrow)/2\), the spin current density \(j_s=j_{\uparrow z}-j_{\downarrow z}\), and the charge current density \(j_x=j_{\uparrow x}+j_{\downarrow x}\). Then

\[
j_s=\theta\sigma E-\sigma V',\qquad j_x=\sigma E+\theta\sigma V'.
\]

The second term of \(j_x\) is the inverse spin Hall effect. Here \(\theta\) is the ratio of spin Hall to charge conductivity.

Spin flips transfer electrons between the channels at a rate proportional to \(V\), which gives \(j_s'=-\sigma V/\lambda^2\). Differentiating the law for \(j_s\) at uniform \(E\) gives \(j_s'=-\sigma V''\). Therefore

\[
V''=\frac{V}{\lambda^2}.
\]

The boundary conditions are \(j_s(0)=0\) and \(j_s(d)=gV(d)\), where \(g\) is the interface spin conductance per area.

The totals are

\[
I_c=w\int_0^d j_x\,dz,\qquad I_s=wL\,j_s(d).
\]

\(I_s\) is in charge units. An electron that flips at the interface leaves one channel and enters the other. It therefore contributes \(2e\) to the charge in \(I_s\) and transfers \(\hbar\). With \(e>0\), the magnitude of the angular momentum delivered per unit time is \(\hbar I_s/(2e)\).

## A counter-example

Take round model parameters: \(\theta=0.2\), \(\lambda=2\) nm, \(d=4\) nm, \(w=50\) nm, \(L=200\) nm, \(\sigma=4\times10^{16}\ \mathrm{s^{-1}}\), \(g=10^{23}\ \mathrm{cm^{-1}\,s^{-1}}\), and \(I_c=3\times10^5\) statA (100 µA). Two dimensionless numbers control the profile:

\[
u=\frac d\lambda=2,\qquad r=\frac{g\lambda}{\sigma}=0.5.
\]

The general solution is \(V=E\lambda[a\cosh(z/\lambda)+b\sinh(z/\lambda)]\). At the bottom, \(j_s(0)=\sigma E(\theta-b)=0\), so \(b=0.2\). Dividing the top condition by \(\sigma E\) gives

\[
0.2-a\sinh2-0.2\cosh2=0.5\,(a\cosh2+0.2\sinh2),
\]

and hence

\[
a=\frac{0.2(1-\cosh2)-0.1\sinh2}{\sinh2+0.5\cosh2}=-0.16615.
\]

This is \(V(0)/(E\lambda)\). At the top, \(V(d)/(E\lambda)=a\cosh2+0.2\sinh2=0.1003\), so

\[
j_s(d)=gV(d)=r\sigma E\times0.1003=0.0501\,\sigma E.
\]

The average charge current density follows from integrating \(j_x\):

\[
\bar j_x=\sigma E\left[1+\theta\,\frac{V(d)-V(0)}{Ed}\right]
=\sigma E\left[1+0.2\,\frac{0.10030+0.16615}{2}\right]=1.027\,\sigma E.
\]

The density ratio is therefore \(0.0501/1.027=0.0488\), well below one and also below \(\theta\). The areas, however, are \(wd=200\ \mathrm{nm^2}\) for charge and \(wL=10\,000\ \mathrm{nm^2}\) for spin, so

\[
\frac{I_s}{I_c}=0.0488\times50=2.44.
\]

The spin current is \(7.33\times10^5\) statA (244 µA), which delivers angular momentum at the rate \(8.04\times10^{-13}\) erg. This refutes the claim that \(\theta<1\) implies \(I_s<I_c\).

The bare estimate \(\theta L/d\) gives 10, about four times too much. It can even fail to predict which current is larger. With a 40 nm magnet on the same film it gives \(0.2\times40/4=2\), while the true ratio is 0.49.

## The general statement and its proof

Within the model above,

\[
\frac{I_s}{I_c}=\theta\frac Ld\frac{\eta}{1+\theta^2q},\qquad
\eta=\frac{r(\cosh u-1)}{\sinh u+r\cosh u},
\]
\[
q=\frac{2(\cosh u-1)+r\sinh u}{u(\sinh u+r\cosh u)}.
\]

For positive \(\theta\), the spin current exceeds the charge current if and only if

\[
L>L_{\rm eq}=\frac{d(1+\theta^2q)}{\theta\eta}.
\]

For the proof, write \(c=\cosh u\), \(s=\sinh u\), \(D=s+rc\), and \(V=A\cosh(z/\lambda)+B\sinh(z/\lambda)\). The bottom condition gives \(B=\theta E\lambda\). Multiplying the top condition by \(\lambda/\sigma\) gives

\[
B-As-Bc=r(Ac+Bs).
\]

Collecting the terms in \(A\),

\[
A=-B\,\frac{c-1+rs}{D}.
\]

The potential at the interface is then

\[
V(d)=Ac+Bs
=B\,\frac{-c(c-1)-rsc+s^2+rsc}{D}
=B\,\frac{c-1}{D},
\]

where the last step uses \(c^2-s^2=1\). Since \(g\lambda=r\sigma\),

\[
j_s(d)=gV(d)=\theta\sigma E\,\frac{r(c-1)}{D}=\theta\sigma E\,\eta.
\]

For the charge current, \(V(0)=A\), and so

\[
V(d)-V(0)=B\,\frac{2(c-1)+rs}{D}=\theta E\lambda\,uq=\theta E d\,q.
\]

Integrating \(j_x=\sigma E+\theta\sigma V'\) gives

\[
I_c=w\{\sigma Ed+\theta\sigma[V(d)-V(0)]\}=wd\,\sigma E(1+\theta^2q).
\]

Dividing \(I_s=wL\theta\sigma E\eta\) by this proves the formula, and setting the ratio above one gives the threshold.

In the example \(\eta=0.251\) and \(q=0.666\), so \(L_{\rm eq}=82\) nm. The 200 nm magnet lies above this length and the 40 nm magnet below it. Numerical solutions of the separate channel equations agree with these formulas to better than two parts in \(10^5\) for four parameter sets, including one with \(\theta=0.9\).

## Where the angular momentum comes from

The injected electrons do not bring in a fixed stock of spin that the magnet then collects. Integrating \(j_s'=-\sigma V/\lambda^2\) from the bottom, where \(j_s=0\), gives

\[
j_s(d)=-\frac{\sigma}{\lambda^2}\int_0^dV\,dz.
\]

In this model the output is supplied by spin relaxation, that is, by exchange of angular momentum with the lattice. Near the bottom \(V<0\), and relaxation feeds the spin current. Near the top \(V>0\), and relaxation removes part of it. In the example the lattice supplies 1.77 times the output and takes back 0.77 times the output.

The net number of flips at the magnet per unit time is \(I_s/(2e)\), while \(I_c/e\) electrons pass through the film. There are thus \(I_s/(2I_c)=1.22\) net flips per transmitted electron. A value above one is possible because the electrons remain in the metal after flipping: relaxation can reverse their spin again, and they can return to the interface.

## Current gain is not power gain

No net charge flows along \(z\), so \(\phi_\uparrow'=-\phi_\downarrow'=V'\). Adding the Joule heat of the two channels, the Hall terms cancel and leave \(\sigma(E^2+V'^2)\) per volume. To find the whole energy budget, multiply \(j_s=\theta\sigma E-\sigma V'\) by \(V'\), which gives \(\theta\sigma EV'=j_sV'+\sigma V'^2\). Hence

\[
E\int_0^d j_x\,dz=\int_0^d\sigma(E^2+V'^2)\,dz+\int_0^d j_sV'\,dz.
\]

Integration by parts, with \(j_s(0)=0\), turns the last integral into

\[
j_s(d)V(d)-\int_0^d j_s'V\,dz
=gV(d)^2+\frac{\sigma}{\lambda^2}\int_0^dV^2\,dz.
\]

The input power therefore divides into Joule heat, spin-flip heat and the power \(gV(d)^2\) per area delivered to the spin load. With the magnetization held fixed, as here, this last power does no work on the magnet and also ends as heat. All three are non-negative, so the load fraction is below one. Using \(gV(d)^2=j_s(d)^2/g\) and \(gd/\sigma=ru\), it is

\[
\frac{P_{\rm load}}{P_{\rm in}}
=\frac{(\theta\sigma E\eta)^2/g}{\sigma E^2d(1+\theta^2q)}
=\frac{\theta^2\eta^2}{ru(1+\theta^2q)}.
\]

The length has cancelled. A longer magnet collects more spin current, but the film beneath it consumes proportionally more power. In the example the load receives 0.245% of the input power.

## Thickness, edges and limits of validity

The bare estimate grows without bound as the film is thinned. The true ratio does not. For \(u\ll1\) and \(u\ll r\), \(c-1\simeq u^2/2\) and \(D\simeq r\), so \(\eta\simeq u^2/2\), while \(q\to1\). Thus

\[
\frac{I_s}{I_c}\simeq\frac{\theta Ld}{2\lambda^2(1+\theta^2)}\to0.
\]

The spin current must vanish at the bottom face, and a very thin film leaves little room for relaxation to build it up. In the opposite limit, \(u\gg1\), \(\eta\to r/(1+r)\) and \(\theta^2q\to0\), so the ratio falls as \(1/d\): current flowing far below the interface adds to \(I_c\) but hardly to \(I_s\). With the other example parameters fixed, the ratio is 1.57 at \(d=0.5\) nm, peaks at 2.71 near 2.3 nm, and is 1.30 at 10 nm. These values, like those of the 4 nm example, illustrate the formula and do not predict the behaviour of a real film. The example current corresponds to \(5\times10^7\ \mathrm{A/cm^2}\), at which heating and the torque on a thin magnet may not be negligible; the ratios themselves refer to the linear regime with fixed magnetization. Diffusion requires a mean free path much shorter than both \(\lambda\) and \(d\), whereas a free-electron estimate with the conductivity used here gives roughly 2 to 4 nm for electron densities between those of aluminium and gold, comparable with or longer than \(\lambda\). The assumed \(g\) is also of the order of the ballistic limit at such densities, so the example represents a very strongly absorbing interface. The model ratio itself depends only on \(\theta\), \(r\), \(d/\lambda\) and \(L/\lambda\), so enlarging all lengths together at fixed \(\theta\) and \(r\) leaves it unchanged.

There is also a bound that holds for every interface in the model. Since

\[
\eta=\left(1-\frac1{\cosh u}\right)\frac{r}{r+\tanh u}
<1-\frac1{\cosh u}
\]

and \(1+\theta^2q>1\), the ratio is less than \(\theta(L/\lambda)(1-1/\cosh u)/u\). The thickness factor has its maximum, 0.383, at \(u\simeq1.51\). With edges neglected, a ratio above one therefore requires \(L\) to exceed about \(2.6\lambda/\theta\), or 26 nm for the present \(\theta\) and \(\lambda\), however well the magnet absorbs spin. Collection at the edges relaxes this by a length of order \(\lambda\): for a perfect sink at \(u=1.5\) the ratio already reaches one between 24 and 25 nm.

The edges of the magnet add a small correction. A two-dimensional calculation to leading order in \(\theta\), with the film extending beyond the magnet, gives a collected current that grows linearly with \(L\) at the rate found above. For the example interface, \(r=0.5\), the two edges together add the equivalent of 0.5 nm of magnet length, or 0.25% of 200 nm. The extra length grows with the absorption, to 1.5 nm at \(r=5\) and 2.1 nm for a perfect sink on the same film.

The formula must be changed if, among other things, the magnet conducts and carries part of the charge current, the bottom face absorbs or flips spin, spin is lost at the top interface before reaching the magnet, the interface conductance has a sizeable imaginary part, the magnetization has a component along \(y\), or \(w\) or \(L\) is comparable with \(\lambda\). In the example, tilting the magnetization by 30° toward \(y\) lowers the \(y\)-polarized part of the ratio from 2.44 to 1.83. The distinction between densities and totals remains in each case: a statement about \(\theta\) becomes a statement about total currents only after both areas and the spin lost on the way have been included.

## Calculated quantities

```
Spin Hall angle theta: 0.20
Spin diffusion length: 2.0 nm
Film thickness d: 4.0 nm
Film width w: 50.0 nm
Magnet length L: 200.0 nm
Conductivity sigma: 4.000e+16 s^-1
Interface conductance g: 1.000e+23 cm^-1 s^-1
Charge current I_c: 3.0000e+05 statA
Charge current converted: 100.07 microA
Charge cross-section w*d: 200.0 nm^2
Spin cross-section w*L: 10000.0 nm^2
Area ratio L/d: 50.00
u = d/lam: 2.000
r = g*lam/sigma: 0.500
Transmission factor eta: 0.25075
Inverse spin Hall factor q: 0.66611
Charge correction 1+theta^2*q: 1.02664
Spin/charge density ratio at magnet: 0.04885
Bare estimate theta*L/d: 10.0000
True current ratio I_s/I_c: 2.4424
Numerical two-channel ratio: 2.4424
Length for I_s = I_c: 81.89 nm
Ratio for 40 nm magnet: 0.4885
Spin current I_s: 7.3271e+05 statA
Spin current converted: 244.41 microA
Angular momentum rate: 8.0436e-13 erg
Net flips per transmitted electron: 1.2212
Lattice supply / output: 1.7680
Lattice return / output: 0.7680
V/(E*lam) at bottom: -0.16615
V/(E*lam) at top: 0.10030
Electric field E: 3.6527e+00 statV/cm
Input power under magnet: 2.1916e+01 erg/s
Power to spin load: 5.3687e-02 erg/s
Load power fraction: 0.00245
2D collection rate / theta: 0.25078
2D extra effective length, both edges: 0.499 nm
d=0.1 nm: bare ratio 400.000, true 0.4367
d=0.5 nm: bare ratio 80.000, true 1.5734
d=1.0 nm: bare ratio 40.000, true 2.2665
d=4.0 nm: bare ratio 10.000, true 2.4424
d=10.0 nm: bare ratio 4.000, true 1.2983
Best thickness for this interface: 2.281 nm
Current ratio at best thickness: 2.7108
Perfect sink, small theta: best d/lam 1.5055
Perfect sink: max ratio/(theta*L/lam) 0.38327
Largest relative error, channel tests: 3.4e-10
```
